\section*{The Hirshberg-Rizzi-Parrinello recursion for bosonic ring polymers, checked on three bosons, part 1}

(Sections cited here and not found follow in the second part.)

\section{The permutation sum}

Q. I know the ring-polymer picture for distinguishable particles. Before any recursion, what is the sum over permutations that bosons require?

A. Use Hartree atomic units, $\hbar=1$. Take $N$ identical spinless bosons of mass $m$ in $d$ dimensions, $H=K+U$, with $U(r_1,\dots,r_N)$ unchanged by any permutation of its arguments. Let $P_\sigma|r_1\dots r_N\rangle=|r_{\sigma(1)}\dots r_{\sigma(N)}\rangle$. The operator $S=\frac1{N!}\sum_\sigma P_\sigma$ projects on symmetric states and commutes with $H$, so the bosonic partition function is $Z=\mathrm{Tr}[e^{-\beta H}S]$. With $\tau=\beta/P$ define
\begin{equation}
Z_P=\mathrm{Tr}[T^PS],\qquad T=e^{-\tau U/2}e^{-\tau K}e^{-\tau U/2}.
\end{equation}
Since $T(\tau)T(-\tau)=1$, the expansion of $\ln T$ is odd in $\tau$, so $\ln T=-\tau H+O(\tau^3)$ and, formally and for smooth $U$, $Z_P$ differs from $Z$ at order $P^{-2}$. Insert position states $r^1,\dots,r^P$ (each a full $N$-particle configuration). The free kernel is a Gaussian momentum integral for each coordinate,
\begin{equation}
\int\!\frac{dp}{2\pi}\,e^{-\tau p^2/2m+ip(x-x')}=\sqrt{\frac{m}{2\pi\tau}}\,e^{-m(x-x')^2/2\tau},
\end{equation}
and $m/2\tau=\beta\cdot\frac12 m\omega_P^2$ with $\omega_P^2=P/\beta^2$. The last factor $T$ ends on $P_\sigma|r^1\rangle$, that is on $r_l^{P+1}=r^1_{\sigma(l)}$. Slices $2,\dots,P$ each collect two factors $e^{-\tau U/2}$. Slice 1 collects $e^{-\tau U(r^1)/2}e^{-\tau U(r^{P+1})/2}$, and the symmetry of $U$ makes the two equal. With $R_l=(r_l^1,\dots,r_l^P)$ the beads of particle $l$,
\begin{align}
Z_P&=C\int\! dR\;W_N(R)\,e^{-\beta\bar U(R)},\qquad C=\Big(\frac{mP}{2\pi\beta}\Big)^{dNP/2},\label{ZP}\\
W_N&=\frac1{N!}\sum_\sigma e^{-\beta E^\sigma},\qquad \bar U=\frac1P\sum_{j=1}^PU(r^j),\\
E^\sigma&=\tfrac12m\omega_P^2\sum_{l=1}^N\sum_{j=1}^P|r_l^{j+1}-r_l^j|^2,\qquad r_l^{P+1}=r^1_{\sigma(l)}.
\end{align}
The last bead of $l$ is tied to the first bead of $\sigma(l)$. Following the springs, each cycle of $\sigma$ closes into one ring, so $E^\sigma$ is a sum of ring energies. Write $E(a_1,\dots,a_k)$ for the ring $a_1\to a_2\to\dots\to a_k\to a_1$ of $kP$ beads. Molecular dynamics on $-\beta^{-1}\ln W_N+\bar U$ would sample \eqref{ZP}, at the price of $N!$ terms per step if the sum is taken as written. The interior springs are common to all $\sigma$, so $N!\,W_N$ is that common factor times the permanent of the $N\times N$ matrix of closing-spring weights. Inclusion-exclusion evaluates a permanent with $2^N-1$ terms, which is fewer than $N!$ for $N\ge4$ but still exponential in $N$.

\section{The recursion and what it is equal to}

Q. And the recursion computes $W_N$ with fewer terms?

A. It computes a different function. Let $E_n^{(k)}=E(n-k+1,\dots,n)$ be the ring through the $k$ consecutive labels ending at $n$, and define $B_n=e^{-\beta V^{(n)}}$ by
\begin{equation}
B_n=\frac1n\sum_{k=1}^n e^{-\beta E_n^{(k)}}B_{n-k},\qquad B_0=1,\qquad V_B=V^{(N)}.\label{rec}
\end{equation}
Unroll it in cycle notation, with $w_\sigma=e^{-\beta E^\sigma}$. For $n=1$, $B_1=W_1$. For $n=2$, $B_2=\frac12(w_{\rm id}+w_{(12)})=W_2$ at every point. For $n=3$,
\begin{align}
B_3&=\tfrac13\big[e^{-\beta E(3)}B_2+e^{-\beta E(2,3)}B_1+e^{-\beta E(1,2,3)}\big]\nonumber\\
&=\tfrac16w_{\rm id}+\tfrac16w_{(12)}+\tfrac13w_{(23)}+\tfrac13w_{(123)},\label{B3}
\end{align}
whereas $W_3$ gives weight $\frac16$ to all six permutations. The terms $(13)$ and $(132)$ are missing and $(23)$ and $(123)$ are doubled.

Q. Then $B_3\neq W_3$, and the recursion cannot stand in for the permutation sum.

A. Pointwise the two functions do differ. For each of $N=3,4,5$ a test on five random configurations asserts that the largest value of $|B_N/W_N-1|$ exceeds one percent. The true statement concerns relabelling. For a permutation $\pi$ define $(R_\pi)_l=R_{\pi(l)}$, and for a group $G$ define $\mathcal A_Gf(R)=|G|^{-1}\sum_{\pi\in G}f(R_\pi)$. Let $S_n$ permute the labels $1,\dots,n$ and fix the rest. The claim is
\begin{equation}
\mathcal A_{S_{N-1}}B_N=W_N .\label{thm}
\end{equation}
The average runs over relabellings that leave particle $N$ alone.

Q. How do the spring energies respond to relabelling?

A. In $E^\sigma(R_\pi)$ the interior springs are those of $R$, summed in another order. The closing spring of slot $l$ joins the last bead of $\pi(l)$ to the first bead of $\pi(\sigma(l))$. Setting $l'=\pi(l)$, it joins $l'$ to $\pi\sigma\pi^{-1}(l')$. Hence
\begin{equation}
E^\sigma(R_\pi)=E^{\pi\sigma\pi^{-1}}(R),\label{cov}
\end{equation}
and for one ring $E(a_1,\dots,a_k)$ becomes $E(\pi(a_1),\dots,\pi(a_k))$. Conjugation permutes the terms of the full sum, so the permutation average $W_A$ of a set $A$ of particles depends on the set and not on its ordering. For $N=3$ the group $S_2$ holds the identity and the swap $1\leftrightarrow2$. The swap fixes id and $(12)$, sends $(23)$ to $(13)$ and $(123)$ to $(213)=(132)$. The mean of \eqref{B3} and its image has weight $\frac16$ on each of the six terms, which is \eqref{thm}.

Q. That is one case. Prove it for all $N$.

A. First split $W_N$ without any relabelling. A permutation is fixed by two independent choices: the cycle that contains $N$, written $a_1\to\dots\to a_{k-1}\to N\to a_1$ with $a=(a_1,\dots,a_{k-1})$ an ordered tuple of distinct labels from $1,\dots,N-1$, and a permutation of the remaining $N-k$ labels $A(a)$. The energies add, and the sum over the second choice is $(N-k)!\,W_{A(a)}$. Dividing by $N!$,
\begin{equation}
W_N=\sum_{k=1}^N\frac{(N-k)!}{N!}\sum_a e^{-\beta E(a_1,\dots,a_{k-1},N)}\,W_{A(a)} .\label{split}
\end{equation}
This holds at every $R$. Now use induction, with $B_0=W_0=1$ and $B_1=W_1$ as the start. One property of averages is needed. Since $((R_\pi)_\rho)_l=(R_\pi)_{\rho(l)}=R_{\pi\rho(l)}$, and $\pi\rho$ runs once over $G$ as $\pi$ does for fixed $\rho\in G$, we have $\mathcal A_G=\mathcal A_G\mathcal A_{G'}$ for any subgroup $G'$. Apply $\mathcal A_{S_{N-1}}$ to term $k$ of \eqref{rec} and insert $G'=S_{N-k-1}$ (trivial when $N-k\le2$). This subgroup does not touch the labels $N-k+1,\dots,N$, so $E_N^{(k)}$ passes through it, and by the induction hypothesis it turns $B_{N-k}$ into $W_{N-k}$:
\begin{equation}
\mathcal A_{S_{N-1}}\big[e^{-\beta E_N^{(k)}}B_{N-k}\big]=\mathcal A_{S_{N-1}}\big[e^{-\beta E_N^{(k)}}W_{N-k}\big].
\end{equation}
Under $\pi\in S_{N-1}$ the bracket on the right becomes $e^{-\beta E(a,N)}W_{A(a)}$ with $a=(\pi(N-k+1),\dots,\pi(N-1))$. A given tuple $a$ fixes $\pi$ on $k-1$ labels and leaves $(N-k)!$ ways to place the others, none of which changes $W_{A(a)}$. So
\begin{equation}
\mathcal A_{S_{N-1}}\big[e^{-\beta E_N^{(k)}}B_{N-k}\big]=\frac{(N-k)!}{(N-1)!}\sum_a e^{-\beta E(a,N)}W_{A(a)} .
\end{equation}
Multiplying by $1/N$ and summing over $k$ gives \eqref{split} term by term, which proves \eqref{thm}. On random configurations for $N=2$ to $5$, $P=4$, $d=3$, equations \eqref{thm} and \eqref{split} are tested against the explicit permutation sum, and \eqref{cov} by direct evaluation of $E^\sigma$ for one random pair $\sigma,\pi$ at each $N$.

Q. A simulation does not average over relabellings. It samples $B_N$ as it stands.

A. The integral does the averaging. Let $O(R)$ be invariant under $S_{N-1}$. Renaming integration variables, $R\to R_\pi$, has unit Jacobian and leaves $\bar U$ and $O$ unchanged, so for each $\pi\in S_{N-1}$
\begin{equation}
\int\! dR\,B_N(R)\,O\,e^{-\beta\bar U}=\int\! dR\,B_N(R_\pi)\,O\,e^{-\beta\bar U}.
\end{equation}
The left side does not depend on $\pi$, so it equals the average of the right side over $\pi$, and \eqref{thm} gives
\begin{equation}
\int\! dR\,e^{-\beta(V_B+\bar U)}\,O=\int\! dR\,W_N\,e^{-\beta\bar U}\,O .\label{int}
\end{equation}
With $O=1$ this is $Z_P/C$. No approximation beyond the Trotter step enters, and nothing about $U$ is used except its symmetry. A physical observable that depends on positions only is symmetric in all labels, has an estimator $O(R)$ independent of $\sigma$, and is covered. Estimators that depend on how the rings are connected, or that need an open path, are not of the form $O(R)$ and need a separate argument; the energy is treated below. A function $O(R)$ that singles out particle $N$ is covered too. For $N\ge3$ one that singles out particle 1 is not. Because the proof matched the two sides at each $k$, the average of the normalized $k$-th term of \eqref{rec} at $n=N$ is the probability that particle $N$ sits in a ring of $k$ particles.

Q. Where did the $N!$ terms go?

A. Unrolling \eqref{rec} cuts the ordered labels into consecutive blocks. Each of the $N-1$ gaps is cut or not, which gives $2^{N-1}$ terms. With block sizes $k_1,k_2,\dots$ counted from the top label, the weight is $1/[N(N-k_1)(N-k_1-k_2)\cdots]$, one factor per block. The proof used factorization over rings and covariance alone, so it survives the replacement of each ring weight by a symbol $t_k$ that depends on the ring size. Relabelling then does nothing, and \eqref{thm} says that the weights of all terms with $c_k$ rings of size $k$ add up to the fraction of permutations with that cycle type. To count that fraction, write the labels in any of $N!$ orders into fixed slots; rotating a ring ($k$ ways each) or exchanging equal rings ($c_k!$ ways) gives the same permutation. The fraction is $1/\prod_kk^{c_k}c_k!$. For one pair among three particles, $\frac16+\frac13=\frac12$. This was tested in rational arithmetic against enumerated permutations up to $N=7$.

\section{Forces, energy and cost}

Q. Dynamics needs forces. Is $V_B$ even a proper potential?

A. Every term of \eqref{rec} is positive, so $V^{(n)}$ is real and smooth. For fermions each ring would carry the sign $(-1)^{k-1}$ and this property is lost. Define
\begin{equation}
p_k^{(n)}=\frac{e^{-\beta(E_n^{(k)}+V^{(n-k)})}}{nB_n},\qquad\sum_kp_k^{(n)}=1 .
\end{equation}
Differentiating $V^{(n)}=-\beta^{-1}\ln B_n$ brings down $-\beta\nabla(E_n^{(k)}+V^{(n-k)})$ from each term, and the factors $-\beta$ cancel:
\begin{equation}
\nabla V^{(n)}=\sum_{k=1}^np_k^{(n)}\,\nabla\big(E_n^{(k)}+V^{(n-k)}\big).\label{grad}
\end{equation}
Numerically one factors out the smallest $E_n^{(k)}+V^{(n-k)}$ before exponentiating, so that the largest term is 1. Bead momenta with arbitrary masses contribute a Gaussian factor independent of $R$, so thermostatted dynamics on $V_B+\bar U$ samples the weight in \eqref{int} provided it is ergodic. For $N\ge3$ the forces are in general not those of $-\beta^{-1}\ln W_N$, and \eqref{int} makes a statement about static averages, none about trajectories.

Q. The energy estimator must involve $V_B$ itself, which is not symmetric in the labels. Does that not break your condition on $O$?

A. The estimator does not come from choosing an $O$. It comes from differentiating $Z_P=C\int e^{-\beta V_B-\beta\bar U}$, which holds at every $\beta$. At fixed $P$, $C\propto\beta^{-dNP/2}$, so
\begin{equation}
E_P=-\partial_\beta\ln Z_P=\Big\langle\frac{dNP}{2\beta}+D^{(N)}+\bar U\Big\rangle,\qquad D^{(n)}=\partial_\beta(\beta V^{(n)}).\label{est}
\end{equation}
Since $\omega_P^2\propto\beta^{-2}$, $\beta E_n^{(k)}\propto\beta^{-1}$ and $\partial_\beta(\beta E_n^{(k)})=-E_n^{(k)}$. Then $D^{(n)}=-\partial_\beta\ln B_n$ obeys
\begin{equation}
D^{(n)}=\sum_{k=1}^np_k^{(n)}\big(D^{(n-k)}-E_n^{(k)}\big),\qquad D^{(0)}=0 .\label{D}
\end{equation}
It is minus the spring energy averaged over the ring connections that the recursion keeps, with their weights in $B_n$. For $n\ge3$ this differs in general, at a given configuration, from the average over all permutations. Equations \eqref{grad} and \eqref{D} were tested against finite differences for $N=4$, $P=3$, $d=2$.

Q. $2^{N-1}$ is still exponential.

A. The unrolled form is never built. The recursion needs the $N(N+1)/2$ rings $E[u,v]=E(u,\dots,v)$. Let $I_u$ be the interior spring energy of particle $u$ and $L(u,v)=\frac12m\omega_P^2|r_v^1-r_u^P|^2$. Adding particle $u$ in front of the ring $[u+1,v]$ adds its interior, adds the link $u\to u+1$, and moves the closing link from $v\to u+1$ to $v\to u$:
\begin{equation}
E[u,v]=E[u+1,v]+I_u+L(u,u+1)+L(v,u)-L(v,u+1),
\end{equation}
starting from $E[v,v]=I_v+L(v,v)$. The $I_u$ cost $O(PN)$ and everything else $O(N^2)$, so $V_B$ and $D^{(N)}$ cost $O(N^2+PN)$. Equation \eqref{grad}, evaluated as written, carries a vector of $dPN$ components through $N(N+1)/2$ terms and costs $O(PN^3)$.

\section{Three bosons: one configuration}

For $N\ge3$ the recursion weight $B_N$ differs in general from the permutation average $W_N$ at a given configuration, yet it gives the same $Z_P$ and the same static averages of every $O(R)$ invariant under relabelling of particles $1,\dots,N-1$, with forces and an energy estimator at polynomial cost. What remains is to follow the numbers for three bosons, check an interacting case against diagonalization, and solve the ideal trap in closed form.
